# Surface phonon Green's functions by decimation and transmission across a mass step: test program

```python
"""
Surface phonon Green's functions by decimation, and interface transmission.

Result under test: i decimation steps give exactly the surface Green's function
of a slab of 2**i principal layers (next layer clamped), and the transmission
between two crystals differing in mass is T = Tr[Gamma_L G Gamma_R G^dagger].

Symbols: phi0 = force-constant block of a principal layer, b = block coupling a
layer to its right neighbour, c = b^dagger, w = z*mass - phi0 with
z = (omega + i eta)**2, ws = same for the surface layer. Bloch factor lam:
u_(n+1) = lam u_n. Hartree atomic units (mass in electron masses).
"""
import numpy as np
from scipy.linalg import eig, eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

inv = np.linalg.inv
norm = np.linalg.norm


def decimate(ws, w, b, c, steps=None):
    """Eliminate every second layer repeatedly; stop when couplings vanish."""
    scale = norm(b) + norm(c)
    count = 0
    while count < 80:
        if steps is None and norm(b) + norm(c) < 1e-14 * scale:
            break
        if steps is not None and count == steps:
            break
        g = inv(w)
        bgc, cgb = b @ g @ c, c @ g @ b
        ws, w = ws - bgc, w - bgc - cgb
        b, c = b @ g @ b, c @ g @ c
        count += 1
    assert count < 80
    return ws, w, b, c, count


def layer_block(omega, eta, mass, phi0):
    return (omega + 1j * eta)**2 * mass * np.eye(len(phi0)) - phi0


def slab_inverse(ws, w, b, c, layers):
    n = len(w)
    full = np.zeros((n * layers, n * layers), complex)
    for k in range(layers):
        here = slice(k * n, (k + 1) * n)
        full[here, here] = ws if k == 0 else w
        if k + 1 < layers:
            right = slice((k + 1) * n, (k + 2) * n)
            full[here, right] = -b
            full[right, here] = -c
    return inv(full)


def bloch_solutions(w, b, c):
    n = len(w)
    one, zero = np.eye(n), np.zeros((n, n))
    lam, vec = eig(np.block([[w, -c], [one, zero]]),
                   np.block([[b, zero], [zero, one]]))
    u = vec[:n]
    return lam, u / norm(u, axis=0)


def sorted_modes(omega, mass, phi0, b):
    """Real frequency: lists of (lam, u, flux), right-going and left-going."""
    c = b.conj().T
    lam, u = bloch_solutions(layer_block(omega, 0.0, mass, phi0), b, c)
    right, left = [], []
    for k in range(len(lam)):
        v = u[:, k]
        if abs(abs(lam[k]) - 1) < 1e-7:
            flux = np.imag(np.conj(lam[k]) * (v.conj() @ c @ v))
            (right if flux > 0 else left).append((lam[k], v, flux))
        else:
            (right if abs(lam[k]) < 1 else left).append((lam[k], v, 0.0))
    assert len(right) == len(left) == len(phi0)
    return right, left


def wave_matching(omega, phi0, b, m_left, m_right):
    """Transmission and reflection from matched waves, no Green's function."""
    incoming, reflected = sorted_modes(omega, m_left, phi0, b)
    transmitted, _ = sorted_modes(omega, m_right, phi0, b)
    columns = [np.concatenate([-v, -l * v]) for l, v, _ in reflected]
    columns += [np.concatenate([v, l * v]) for l, v, _ in transmitted]
    matrix = np.array(columns).T
    t_sum = r_sum = 0.0
    channels = 0
    n = len(phi0)
    for l, v, flux in incoming:
        if flux == 0.0:
            continue
        channels += 1
        amp = np.linalg.solve(matrix, np.concatenate([v, l * v]))
        r_sum += sum(abs(amp[k])**2 * abs(reflected[k][2])
                     for k in range(n)) / flux
        t_sum += sum(abs(amp[n + k])**2 * transmitted[k][2]
                     for k in range(n)) / flux
    return t_sum, r_sum, channels


def green_transmission(omega, phi0, b, m_left, m_right,
                       cut_left=0.0, cut_right=0.0):
    """Trace formula; cut_* removes stiffness from the end layer of a lead."""
    eta = 1e-8 * omega
    c = b.conj().T
    wl = layer_block(omega, eta, m_left, phi0)
    wr = layer_block(omega, eta, m_right, phi0)
    end_l, _, _, _, count = decimate(wl + cut_left, wl, c, b)
    end_r = decimate(wr + cut_right, wr, b, c)[0]
    sigma_l = c @ inv(end_l) @ b
    sigma_r = b @ inv(end_r) @ c
    gamma_l = 1j * (sigma_l - sigma_l.conj().T)
    gamma_r = 1j * (sigma_r - sigma_r.conj().T)
    g = inv(wr - sigma_l - sigma_r)
    t = np.trace(gamma_l @ g @ gamma_r @ g.conj().T).real
    return t, gamma_l, count


# ---- Layer doubling, complex two-component blocks with a free surface ----
p = np.array([[1.0, 0.2], [0.1j, 0.9]])
q = np.array([[1.0, -0.1j], [0.2, 0.8]])
phi_pol = p.conj().T @ p + q.conj().T @ q
b_pol = -p.conj().T @ q
c_pol = b_pol.conj().T
w_pol = layer_block(1.1, 0.05, 1.0, phi_pol)
ws_pol = layer_block(1.1, 0.05, 1.0, p.conj().T @ p)
doubling_error = 0.0
for i in range(7):
    ws_i, _, b_i, _, _ = decimate(ws_pol, w_pol, b_pol, c_pol, steps=i)
    corner = slab_inverse(ws_pol, w_pol, b_pol, c_pol, 2**i)[:2, :2]
    doubling_error = max(doubling_error, norm(inv(ws_i) - corner) / norm(corner))
    if i > 0:
        inner = slab_inverse(w_pol, w_pol, b_pol, c_pol, 2**i - 1)[:2, -2:]
        across = b_pol @ inner @ b_pol
        doubling_error = max(doubling_error, norm(b_i - across) / norm(b_pol))
assert doubling_error < 1e-10

# ---- Two open channels: trace formula against wave matching ----
omega_pol = np.sqrt(1.2)
t_pol, r_pol, channels_pol = wave_matching(omega_pol, phi_pol, b_pol, 1.0, 1.5)
t_pol_green = green_transmission(omega_pol, phi_pol, b_pol, 1.0, 1.5)[0]
assert channels_pol == 2
assert abs(t_pol + r_pol - 2) < 1e-9
assert abs(t_pol - t_pol_green) < 1e-6

# ---- Worked example: planes with first- and second-neighbour constants ----
k1, k2 = 0.05, 0.01
m_light, m_heavy = 50000.0, 200000.0
phi0 = np.array([[2 * (k1 + k2), -k1], [-k1, 2 * (k1 + k2)]])
b = np.array([[-k2, 0.0], [-k1, -k2]])
c = b.T
missing = np.diag([k1 + k2, k2])       # bonds lost at a free left end
missing_mirror = np.diag([k2, k1 + k2])
assert norm((phi0 - missing + b) @ np.ones(2)) < 1e-15


def stiffness(angle):
    return 2 * k1 * (1 - np.cos(angle)) + 2 * k2 * (1 - np.cos(2 * angle))


grid = np.linspace(0, np.pi, 2001)
assert np.all(np.diff(stiffness(grid)) > 0)
top_light = np.sqrt(stiffness(grid).max() / m_light)
top_heavy = np.sqrt(stiffness(grid).max() / m_heavy)
to_wavenumber = physical_constants['hartree-inverse meter relationship'][0] / 100

print(f"K1 = {k1} E_h/a0^2, K2 = {k2} E_h/a0^2")
print(f"masses: light {m_light:.0f} m_e, heavy {m_heavy:.0f} m_e")
print(f"band top, light crystal = {top_light:.6f} E_h/hbar")
print(f"band top, heavy crystal = {top_heavy:.6f} E_h/hbar"
      f" = {top_heavy * to_wavenumber:.2f} cm^-1")
print(f"largest relative doubling error, 1 to 64 layers = {doubling_error:.1e}")

# ---- Convergence with slab thickness, free surface of the light crystal ----
omega, eta = 5e-4, 1e-5
w = layer_block(omega, eta, m_light, phi0)
ws = w + missing
lam, u = bloch_solutions(w, b, c)
keep = abs(lam) < 1
assert keep.sum() == 2
transfer = u[:, keep] @ np.diag(lam[keep]) @ inv(u[:, keep])
g_bloch = inv(ws - b @ transfer)
g_decimated = inv(decimate(ws, w, b, c)[0])
assert norm(g_bloch - g_decimated) < 1e-9 * norm(g_bloch)
rho = abs(lam[keep]).max()
angle = brentq(lambda x: stiffness(x) - m_light * omega**2, 1e-6, np.pi)
velocity = (k1 * np.sin(angle) + 2 * k2 * np.sin(2 * angle)) / (m_light * omega)
assert abs(-np.log(rho) / (2 * eta / velocity) - 1) < 0.01
print(f"convergence case: omega = {omega:.1e} E_h/hbar, eta = {eta:.1e} E_h/hbar")
print(f"phase per plane q = {angle:.5f} rad")
print(f"velocity d(omega)/dq = {velocity:.6e} E_h/hbar per rad")
print(f"Bloch decay factor per principal layer rho = {rho:.6f}")
print(f"-ln(rho) = {-np.log(rho):.6f}, 2 eta/velocity = {2 * eta / velocity:.6f}")
print(f"surface-plane g (real, imag) = {g_bloch[0, 0].real:.4f},"
      f" {g_bloch[0, 0].imag:.4f} a0^2/E_h")
errors = {}
for i in range(0, 11):
    g_i = inv(decimate(ws, w, b, c, steps=i)[0])
    errors[i] = norm(g_i - g_bloch) / norm(g_bloch)
    if i >= 4:
        print(f"step {i:2d}, {2**i:4d} layers: relative error of g = {errors[i]:.2e}")
slope = np.log(errors[9] / errors[8]) / (2 * 256 * np.log(rho))
assert abs(slope - 1) < 0.01
print(f"measured / predicted log error drop, step 8 to 9 = {slope:.5f}")

# ---- Surface spectrum against diagonalization of a long slab ----
planes = 1200
slab = np.diag(np.full(planes, 2 * (k1 + k2)))
slab -= k1 * (np.eye(planes, k=1) + np.eye(planes, k=-1))
slab -= k2 * (np.eye(planes, k=2) + np.eye(planes, k=-2))
slab[0, 0] -= k1 + k2
slab[1, 1] -= k2
squares, shapes = eigh(slab / m_light)
slab_freq, weight = np.sqrt(squares), shapes[0]**2
print(f"spectra of the light crystal at eta = {eta:.1e} E_h/hbar, in hbar/E_h:")
for om in (1e-4, 5e-4, 1.5e-3):
    w = layer_block(om, eta, m_light, phi0)
    ws_inf, w_inf, _, _, _ = decimate(w + missing, w, b, c)
    factor = (om + 1j * eta) * m_light
    surface = -2 / np.pi * np.imag(factor * inv(ws_inf)[0, 0])
    bulk = -2 / np.pi * np.imag(factor * inv(w_inf)[0, 0])
    peaks = eta / ((om - slab_freq)**2 + eta**2) + eta / ((om + slab_freq)**2 + eta**2)
    explicit = np.sum(weight * peaks) / np.pi
    assert abs(surface / explicit - 1) < 1e-5
    if om == 1e-4:
        assert abs(surface / bulk - 2) < 0.02
    if om == omega:
        assert abs(bulk * np.pi * velocity - 1) < 0.01
    print(f"omega {om:.1e}: surface {surface:.3f}, bulk {bulk:.3f},"
          f" ratio {surface / bulk:.4f}")

# ---- Broadening matrix: built from incoming propagating waves only ----
_, gamma, count = green_transmission(omega, phi0, b, m_light, m_heavy)
incoming, outgoing = sorted_modes(omega, m_light, phi0, b)
rebuilt = np.zeros((2, 2), complex)
for _, v, flux in incoming:
    if flux != 0.0:
        strength = (v.conj() @ gamma @ v).real
        assert abs(strength / (2 * flux) - 1) < 1e-5
        rebuilt += np.outer(gamma @ v, (gamma @ v).conj()) / strength
assert norm(rebuilt - gamma) < 1e-5 * norm(gamma)
evanescent = [v for _, v, flux in outgoing if flux == 0.0]
assert len(evanescent) == 1
assert norm(gamma @ evanescent[0]) < 1e-5 * norm(gamma)
expected_steps = np.log2(np.log(1e14) * velocity / (2 * 1e-8 * omega))
assert abs(count - expected_steps) < 1.5
print(f"steps at eta = {1e-8 * omega:.1e} E_h/hbar: {count},"
      f" estimate {expected_steps:.2f}")

# ---- Lead blocks: clamped neighbour is right, free surface is wrong ----
t_same = green_transmission(omega, phi0, b, m_light, m_light)[0]
t_wrong = green_transmission(omega, phi0, b, m_light, m_light,
                             missing_mirror, missing)[0]
assert abs(t_same - 1) < 1e-6
assert abs(t_wrong - 1) > 0.05
print(f"equal masses, omega = {omega:.1e}: T = {t_same:.6f};"
      f" with free-surface lead blocks {t_wrong:.6f}")

# ---- Transmission across the mass step ----
print("omega (E_h/hbar): T trace formula, T wave matching, T for K2 = 0")
phi_nn, b_nn = np.array([[2 * k1]]), np.array([[-k1]])
largest_gap = 0.0
for om in (1e-4, 3e-4, 5e-4, 7.5e-4, 9e-4, 1.1e-3):
    t_green = green_transmission(om, phi0, b, m_light, m_heavy)[0]
    t_match, r_match, _ = wave_matching(om, phi0, b, m_light, m_heavy)
    t_nn = green_transmission(om, phi_nn, b_nn, m_light, m_heavy)[0]
    assert abs(t_match + r_match - 1) < 1e-9
    largest_gap = max(largest_gap, abs(t_green - t_match))
    if om < top_heavy:
        q1 = 2 * np.arcsin(om / 2 * np.sqrt(m_light / k1))
        q2 = 2 * np.arcsin(om / 2 * np.sqrt(m_heavy / k1))
        closed = np.sin(q1) * np.sin(q2) / np.sin((q1 + q2) / 2)**2
        assert abs(t_nn - closed) < 1e-6
    else:
        assert abs(t_green) < 1e-6 and abs(t_nn) < 1e-6
    print(f"{om:.2e}: {abs(t_green):.6f}, {abs(t_match):.6f}, {abs(t_nn):.6f}")
assert largest_gap < 1e-6
print(f"largest difference, trace formula - matching = {largest_gap:.1e}")

t_long = green_transmission(2e-5, phi0, b, m_light, m_heavy)[0]
root_l, root_h = np.sqrt(m_light), np.sqrt(m_heavy)
t_acoustic = 4 * root_l * root_h / (root_l + root_h)**2
assert abs(t_long - t_acoustic) < 1e-3
print(f"T at omega = 2.0e-05 E_h/hbar: {t_long:.6f},"
      f" long-wave limit {t_acoustic:.6f}")
print(f"two-channel test: T trace {t_pol_green:.6f}, T matching {t_pol:.6f}")
print("all tests passed")
```

Running it gives:

```
K1 = 0.05 E_h/a0^2, K2 = 0.01 E_h/a0^2
masses: light 50000 m_e, heavy 200000 m_e
band top, light crystal = 0.002000 E_h/hbar
band top, heavy crystal = 0.001000 E_h/hbar = 219.47 cm^-1
largest relative doubling error, 1 to 64 layers = 1.8e-15
convergence case: omega = 5.0e-04 E_h/hbar, eta = 1.0e-05 E_h/hbar
phase per plane q = 0.37788 rad
velocity d(omega)/dq = 1.286571e-03 E_h/hbar per rad
Bloch decay factor per principal layer rho = 0.984575
-ln(rho) = 0.015545, 2 eta/velocity = 0.015545
surface-plane g (real, imag) = 2.0696, -31.2325 a0^2/E_h
step  4,   16 layers: relative error of g = 6.89e-01
step  5,   32 layers: relative error of g = 5.85e-01
step  6,   64 layers: relative error of g = 2.79e-01
step  7,  128 layers: relative error of g = 3.27e-02
step  8,  256 layers: relative error of g = 6.19e-04
step  9,  512 layers: relative error of g = 2.16e-07
step 10, 1024 layers: relative error of g = 2.76e-14
measured / predicted log error drop, step 8 to 9 = 1.00002
spectra of the light crystal at eta = 1.0e-05 E_h/hbar, in hbar/E_h:
omega 1.0e-04: surface 474.668, bulk 238.166, ratio 1.9930
omega 5.0e-04: surface 496.421, bulk 248.023, ratio 2.0015
omega 1.5e-03: surface 603.900, bulk 413.991, ratio 1.4587
steps at eta = 5.0e-12 E_h/hbar: 32, estimate 31.95
equal masses, omega = 5.0e-04: T = 1.000000; with free-surface lead blocks 0.348061
omega (E_h/hbar): T trace formula, T wave matching, T for K2 = 0
1.00e-04: 0.887991, 0.887991, 0.887769
3.00e-04: 0.880285, 0.880285, 0.878102
5.00e-04: 0.861455, 0.861455, 0.854102
7.50e-04: 0.801328, 0.801328, 0.775222
9.00e-04: 0.692094, 0.692094, 0.630761
1.10e-03: 0.000000, 0.000000, 0.000000
largest difference, trace formula - matching = 1.2e-07
T at omega = 2.0e-05 E_h/hbar: 0.888853, long-wave limit 0.888889
two-channel test: T trace 1.916890, T matching 1.916890
all tests passed
```
